\section*{The final-state rule misses the singular threshold of core absorption}

\section{What scaling fixes, and what it leaves open}

Let a core electron be lifted into a metal's empty states, and let $\omega$ be the energy above the absorption edge. Compare the true spectrum with a one-electron spectrum calculated in the potential of the core hole, and call their ratio $R$. It is dimensionless, so it can depend on $\omega$ only through $\omega/D$, where $D$ is an energy of the order of the band width. Close to the Fermi level the band has a nearly constant density of states and supplies no smaller energy scale. Temperature and the lifetime width of the hole do supply such scales; what follows applies above them, and both are set to zero below. If a change of scale $\omega\to\omega/b$ then merely multiplies $R$ by a number depending on $b$, the ratio is a power:
\begin{equation}
R(\omega)=C\left(\frac{\omega}{D}\right)^{-\alpha},\qquad \omega\ll D .
\label{scaling}
\end{equation}
Scaling does not give $\alpha$. A one-electron spectrum with a finite, smooth edge is right there only if $\alpha=0$. Whether it vanishes is a question about the other electrons.

\section{The belief and its appeal}

The final-state rule, in its simplest form, says that an absorption spectrum should be calculated with one-electron orbitals of the final potential, the one with the core hole. The belief examined here is stronger: that for independent electrons the rule is exact.

Take $N$ electrons of one spin species, without mutual interaction and at zero temperature. Before absorption their Hamiltonian is $h$, with real orbitals $|j\rangle$ and levels $\varepsilon_j$. Afterwards it is $h'=h+V$, with orbitals $|k'\rangle$ and levels $\varepsilon'_k$. The hole is static and has no lifetime broadening. The transition puts the core electron into a fixed normalized orbital $|w\rangle$, and constant prefactors are dropped. With $\hbar=1$ and the Fermi energy as zero, the rule reads
\begin{equation}
A_{\rm rule}(\omega)=\sum_{k>N}w_k'^2\,\delta(\omega-\varepsilon'_k),\qquad w'_k=\langle k'|w\rangle .
\label{rule}
\end{equation}

Its appeal is real. The final eigenstates are Slater determinants of primed orbitals. If the lowest $N$ of these and one higher orbital $k'$ are filled, the energy is $\sum_{i\le N}\varepsilon'_i+\varepsilon'_k$. Measured from the constant $\sum_{i\le N}\varepsilon'_i-\sum_{j\le N}\varepsilon_j$ plus the binding energy of the core level, the line lies at $\varepsilon'_k$, as in (\ref{rule}). For an empty band, $N=0$, the strengths are right as well. With a filled sea, however, independent electrons do not imply independent amplitudes: all $N$ electrons must be projected onto new orbitals.

\section{The amplitude is a determinant}

By the golden rule, the strength of a final state $f$ is $A_f^2$, where $A_f$ is the overlap of $f$ with the old Fermi sea plus one electron in $|w\rangle$. The overlap of two Slater determinants is the determinant of their orbital overlaps. For $f=\{1',\dots,N',k'\}$, up to a sign,
\begin{equation}
A_k=\det\begin{pmatrix}M&\mathbf w\\ \mathbf m_k&w'_k\end{pmatrix},
\qquad M_{ij}=\langle i'|j\rangle,\quad i,j\le N .
\end{equation}
Here $\mathbf w$ has the components $w'_i$ with $i\le N$, and $\mathbf m_k$ is the row $\langle k'|j\rangle$. For invertible $M$, subtract from the last column the combination of the first $N$ columns with coefficients $\mathbf x=M^{-1}\mathbf w$. The determinant is unchanged, and the last column becomes zero except for its lowest entry. With $S=\det M$,
\begin{equation}
A_k=S\left[w'_k-\sum_{j\le N}\langle k'|j\rangle x_j\right].
\label{schur}
\end{equation}
The rule keeps $w'_k$ alone. The sum contains exchange processes: an electron of the old sea ends in $k'$, while the core electron fills a low orbital. The factor $S$ is the overlap of the two $N$-electron ground states.

\section{The threshold factor}

The bracket can be evaluated for a contact potential $V=V_0|u\rangle\langle u|$ and a contact transition, $|w\rangle=|u\rangle$. Put $a_j=\langle u|j\rangle$ and $a'_k=\langle k'|u\rangle=w'_k$, all nonzero. Taking $h'-h=V$ between $\langle k'|$ and $|j\rangle$ gives
\begin{equation}
(\varepsilon'_k-\varepsilon_j)\langle k'|j\rangle=V_0a'_ka_j .
\label{overlap}
\end{equation}
Define
\begin{equation}
F(\varepsilon)=1-V_0\sum_{j\le N}\frac{a_jx_j}{\varepsilon-\varepsilon_j}.
\end{equation}
By (\ref{overlap}), the bracket in (\ref{schur}) is $a'_kF(\varepsilon'_k)$. For $i\le N$ the equation $M\mathbf x=\mathbf w$ says $a'_iF(\varepsilon'_i)=0$. Thus $F$ has the $N$ zeros $\varepsilon'_i$, has poles at the $N$ energies $\varepsilon_j$, and tends to one at infinity. A rational function with these properties is
\begin{equation}
F(\varepsilon)=\prod_{j\le N}\frac{\varepsilon-\varepsilon'_j}{\varepsilon-\varepsilon_j},
\qquad A_k^2=S^2\,w_k'^2\,F(\varepsilon'_k)^2 .
\label{factor}
\end{equation}
This result is exact for the contact model. It refutes the belief for any finite sea in which $S^2F^2$ differs from one.

Let $s_j=\varepsilon_j-\varepsilon'_j$ be the downward shift of a level, and write it as a fraction $\delta/\pi$ of the local level spacing $\Delta$. The angle $\delta$ is the phase shift, positive for attraction. When $\varepsilon$ is many spacings above the Fermi level, each $s_j/(\varepsilon-\varepsilon_j)$ is small, and
\begin{equation}
\ln F=\sum_{j\le N}\ln\left(1+\frac{s_j}{\varepsilon-\varepsilon_j}\right)
\simeq\frac1\pi\int_{\rm occ}\frac{\delta(E)}{\varepsilon-E}\,dE .
\label{integral}
\end{equation}
As $\varepsilon=\omega$ approaches zero from above, the upper end of the integral gives $(\delta/\pi)\ln(D/\omega)$ plus a constant, with $\delta$ taken at the Fermi level. Writing $d=\delta/\pi$, we find
\begin{equation}
F^2\propto(\omega/D)^{-2d}.
\label{F2}
\end{equation}
For attraction this diverges, although $w_k'^2/\Delta$ remains finite. Occupied levels at every distance between $\omega$ and $D$ contribute to the logarithm, so no single neighbouring level is responsible.

\section{The price paid by the Fermi sea}

The exponent $2d$ is not yet that of the whole spectrum, because $S$ depends on $N$ and there are final states with several excited electrons. Both effects follow from Cauchy's determinant,
\begin{equation}
\left|\det\frac1{x_i-y_j}\right|=
\frac{\prod_{i<i'}|x_i-x_{i'}|\prod_{j<j'}|y_j-y_{j'}|}{\prod_{i,j}|x_i-y_j|}.
\label{cauchy}
\end{equation}
To prove it for $n$ rows, multiply the determinant by $\prod_{i,j}(x_i-y_j)$. The result is a polynomial of degree $n^2-n$ that vanishes when two $x$'s or two $y$'s coincide. It is therefore divisible by both difference products, whose joint degree is also $n^2-n$, so that a constant remains. Letting every $x_i\to y_i$, where the diagonal term dominates, shows that its modulus is one.

With (\ref{overlap}), this gives
\begin{equation}
S^2=\prod_{i\le N}|V_0a_i^2|\,|V_0a_i'^2|\;
\frac{\prod_{i<j\le N}(\varepsilon_i-\varepsilon_j)^2(\varepsilon'_i-\varepsilon'_j)^2}
{\prod_{i,j\le N}(\varepsilon'_i-\varepsilon_j)^2}.
\label{S}
\end{equation}
The $a$'s follow from the ratio of characteristic polynomials over all levels,
\begin{equation}
\prod_m\frac{z-\varepsilon'_m}{z-\varepsilon_m}
=\frac{\det(z-h')}{\det(z-h)}=1-V_0\sum_j\frac{a_j^2}{z-\varepsilon_j},
\end{equation}
where the last step uses the rank-one form of $V$. Its residue at $\varepsilon_i$ gives
\begin{equation}
|V_0a_i^2|=\frac{\prod_m|\varepsilon_i-\varepsilon'_m|}{\prod_{m\ne i}|\varepsilon_i-\varepsilon_m|}.
\end{equation}
Exchanging the roles of $h$ and $h'$, with $V_0\to-V_0$, gives the same expression for $|V_0a_i'^2|$ with primed and unprimed levels exchanged. On insertion into (\ref{S}) all factors joining two occupied levels cancel. Those joining an occupied $i$ to an empty $m$ remain:
\begin{equation}
S^2=\prod_{i\le N<m}\frac{(\varepsilon_m-\varepsilon'_i)(\varepsilon'_m-\varepsilon_i)}
{(\varepsilon_m-\varepsilon_i)(\varepsilon'_m-\varepsilon'_i)}
=\prod_{i\le N<m}\left[1-\frac{s_is_m}{(\varepsilon_m-\varepsilon_i)(\varepsilon'_m-\varepsilon'_i)}\right].
\end{equation}
The second form follows on inserting $\varepsilon'=\varepsilon-s$ and multiplying out.

Near the Fermi level take equal spacing and equal shifts $d\Delta$. A factor is then $1-d^2/n^2$ with $n=m-i$, and $n$ pairs share that separation. Hence
\begin{equation}
\ln S^2\simeq\sum_{n\lesssim N}n\ln\left(1-\frac{d^2}{n^2}\right)
=-d^2\ln N+{\rm const}.
\label{anderson}
\end{equation}
Variation of the spacing or of $\delta$ over energies of order $D$ changes the constant but not the logarithm. The two ground states become orthogonal as the system grows.

For the lowest line, $k=N+1$, the factor (\ref{factor}) with $n=N+1-j$ is
\begin{equation}
F\simeq\prod_{n=1}^{N}\frac{n}{n-d}\propto N^{d}.
\label{lowest}
\end{equation}
The strength of this line relative to the rule is therefore
\begin{equation}
R_0=S^2F^2\propto N^{\alpha},\qquad \alpha=2d-d^2 .
\label{alpha}
\end{equation}

\section{From one line to the whole edge}

Now include the shake-up states, in which further electrons of the sea are excited. For a general final set $f$ of $N+1$ primed orbitals, the last column of the determinant is $a'_i$. It is obtained from a Cauchy column $1/(x_i-y)$ multiplied by $-y$, with $y\to\infty$. Thus
\begin{equation}
|A_f|\propto\prod_{i\in f}|a'_i|\;
\frac{\prod_{i<i'\in f}|\varepsilon'_i-\varepsilon'_{i'}|}
{\prod_{i\in f}\prod_{j\le N}|\varepsilon'_i-\varepsilon_j|},
\end{equation}
with a factor common to all $f$. Compare a state in which an electron has moved from $p'$ to $k'$ with the lowest state. A deep level $i$ contributes to the ratio of amplitudes the factor
\begin{equation}
\frac{1+s_i/(\varepsilon'_k-\varepsilon_i)}{1+s_i/(\varepsilon'_p-\varepsilon_i)}
=1+O\left(\frac{k-p}{(p-i)^2}\right).
\end{equation}
The product over deep levels converges. The same holds for several moves, each of which brings such a product and finitely many other factors. In the limit of large $N$, the summed strength $I_q$ of all states lying $q$ spacings above the lowest one therefore obeys $I_q=I_0\,g(q)$, where $g$ depends on $q$ and $d$ but not on $N$, as long as $q\Delta\ll D$.

Since $w_k'^2$ is smooth at the edge, the ratio at $\omega=q\Delta$ is $R(\omega)=R_0(N)\,g(\omega/\Delta)$, with $\Delta\propto1/N$. One physical premise is needed: at fixed $\omega$, the ratio in a large system has a finite, nonzero limit independent of its size. Replace $N$ by $bN$ and $\omega$ by $\omega/b$. Then $\omega/\Delta$ is unchanged and $R_0$ grows by $b^\alpha$, so
\begin{equation}
R(\omega/b)=b^{\alpha}R(\omega).
\end{equation}
This is the scaling assumed in (\ref{scaling}), now with the exponent (\ref{alpha}).

The lines with one excited electron cannot carry the edge alone. At fixed $\omega$ their strength contains $S^2$, which vanishes as $N^{-d^2}$. Shake-up states must supply the balance, and they lower the exponent from $2d$ to $2d-d^2$. The divergence is integrable, because $1-\alpha=(1-d)^2>0$ for $d<1$.

\section{A chain with numbers}

Take a half-filled chain of $2N$ sites with hopping energy $J=2$ eV, hence a band from $-4$ to $4$ eV. The core hole lowers the end site by $1.5$ eV, and the transition places the electron on that site. Write $\varepsilon=-2J\cos\theta$ and $\psi_n\propto\sin[(2N+1-n)\theta]$, which vanishes beyond the far end. The equation at site 1 requires $J\psi_0=-V_0\psi_1$. With $v=-V_0/J=0.75$ this is
\begin{equation}
\sin[(2N+1)\theta]=v\sin(2N\theta).
\end{equation}
Expanding the right side about the angle $(2N+1)\theta$ gives
\begin{equation}
(2N+1)\theta=k\pi-\delta,\qquad \tan\delta=\frac{v\sin\theta}{1-v\cos\theta}.
\end{equation}
For $|v|<1$, $\delta$ vanishes at both band edges, and $k=1,\dots,2N$ supplies all levels, so there is no bound state. At half filling $\theta=\pi/2$, $\delta=\arctan0.75=0.6435$ and $d=0.2048$. Then
\begin{equation}
\alpha=0.4097-0.0420=0.3677 .
\end{equation}

Diagonalizing $h$ and $h'$ and evaluating the determinants numerically gives, for the lowest line,
\begin{center}
\begin{tabular}{rcc}
$N$ & $S^2$ & exact/rule, $R_0$\\
100 & 0.814 & 7.29\\
200 & 0.791 & 9.41\\
400 & 0.769 & 12.15\\
800 & 0.747 & 15.68
\end{tabular}
\end{center}
The rule would require one in the last column. The last doubling gives the exponent $\ln(15.68/12.15)/\ln2=0.368$, as derived. For a repulsive potential of $+1.5$ eV, $d$ changes sign and the edge is suppressed: the law gives $-0.452$, and the determinants give $-0.445$ between $N=200$ and $400$.

For $N=800$ the spacing at the edge is $0.00785$ eV. Summing the squared determinants of all final states with $q$ quanta, relative to the lowest line, gives
\begin{center}
\begin{tabular}{rccc}
$q$ & rule & one excited electron & all states\\
1 & 0.998 & 0.630 & 0.630\\
2 & 0.996 & 0.506 & 0.513\\
5 & 0.991 & 0.361 & 0.375\\
10 & 0.981 & 0.273 & 0.291
\end{tabular}
\end{center}
The rule is nearly flat where the true strength falls by a factor of more than three. The first entry can be found by hand. Going from $k=N+1$ to $N+2$ removes the factor $1/(1-d)$ from the product (\ref{lowest}), so for large $N$ the strength drops to $(1-0.2048)^2=0.632$. Shake-up is absent at $q=1$, where there is one final state, and by $q=10$ adds about $7\%$ of the strength of the line with one excited electron.

\section{Away from the edge}

The factor does not switch off above the threshold. For $N=800$ the product (\ref{factor}) gives $F^2=4.04$ at $0.2$ eV, $2.14$ at $1.0$ eV and $1.50$ at $3.0$ eV. It varies slowly at high energy, but is still not one.

The total strength is also different. Summing $A_f^2$ over the complete set of final states gives the squared norm of the old sea with an electron added in $|w\rangle$. Only the part of $|w\rangle$ outside the old sea survives, so
\begin{equation}
\sum_fA_f^2=1-\sum_{j\le N}\langle j|w\rangle^2 .
\end{equation}
Thus the initially empty orbitals fix the total, whereas the rule sums over the finally empty ones. An attractive hole has drawn part of their weight on the end site below the Fermi level.

The complete spectrum follows from the overlap of the excited state with itself after a time $t$. This is again an overlap of Slater determinants:
\begin{equation}
G(t)=\det\left[B^{T}e^{-i\varepsilon't}B\right],
\end{equation}
where $B$ contains the overlaps of all final orbitals with the $N$ old occupied ones and with $|w\rangle$. A numerical Fourier transform for 160 sites and 80 electrons, with a Gaussian broadening of standard deviation $0.1$ eV, gives
\begin{center}
\begin{tabular}{cccc}
$\omega$ (eV) & exact (1/eV) & rule (1/eV) & ratio\\
0.3 & 0.282 & 0.095 & 2.973\\
1.0 & 0.150 & 0.080 & 1.889\\
2.0 & 0.092 & 0.060 & 1.538\\
3.0 & 0.055 & 0.039 & 1.405
\end{tabular}
\end{center}
The total strength is $0.500$, against $0.2365$ for the rule. Lines with one excited electron carry $0.4666$, which leaves $6.7\%$ of the total to shake-up. This share belongs to the chosen size and grows with $N$ as $S^2$ falls: it is $8.8\%$ for 320 sites and $11.8\%$ for 800. The broadened spectrum itself is nearly converged. With 320 sites the ratio at $0.3$ eV becomes $2.981$, the other ratios move by $0.001$, and the total for the rule becomes $0.2357$. Multiplying the rule by $0.500/0.2365=2.114$ repairs the area but not the shape: the exact spectrum is then $2.973/2.114=1.41$ times the rescaled one at $0.3$ eV, and $1.405/2.114=0.66$ times at $3.0$ eV.

\section{Where the exponent changes}

Equation (\ref{schur}) holds for any one-electron potential and transition orbital with invertible $M$. The product $F$, and the derivation of the exponent (\ref{alpha}) given above, use the contact model, but the exponent is not tied to it. Lower the first three sites of the chain by $1.5$, $1.0$ and $0.5$ eV and spread $|w\rangle$ over them with amplitudes in the ratio $1:0.5:0.3$. This potential binds one state below the band, which is counted as the lowest final level. The level shift at the Fermi energy then gives $d=0.308$ and $2d-d^2=0.521$, and the determinants give $0.523$ between $N=200$ and $400$. In these chains the transition orbital and the potential act in the same channel. Suppose instead that $|w\rangle$ belongs to a symmetry channel that the hole does not affect. An empty $k'$ in that channel is orthogonal to every old occupied orbital, the sum in (\ref{schur}) vanishes, and $A_k=Sw'_k$. Then $R_0=S^2$ and $\alpha=-d^2$: the edge is suppressed even though the hole is attractive.

A second spin species that feels the same hole but does not receive the core electron multiplies $R_0$ by another $S^2$, giving $\alpha=2d-2d^2$. If the hole binds a state below the band, the product formulas for $F$ and $S^2$ remain exact, since they use only the rank-one form of $V$. In the chain this happens for $v>1$ and large $N$. Then $\delta\to\pi$ at the band bottom, $k=2,\dots,2N$ supplies the band levels, and the bound state takes the place of $k=1$. With this counting the levels near the Fermi energy still shift by $\delta/\pi$ spacings, and the bound state contributes only a finite factor to $F$ and to $S^2$, so the exponent keeps its form. For $V_0=-4$ eV, $d=0.352$ and the law gives $0.581$; the determinants give $0.584$ between $N=200$ and $400$.

What the final potential supplies is the set of final orbitals and the positions of the lines. Their strengths also require the overlap of the whole Fermi sea, and at the edge that overlap produces a power law which a one-electron spectrum with a smooth edge does not contain.
